**Depletion width of silicon at the onset of strong inversion**

The program tests $W=\sqrt{\kappa\phi_F/(\pi N)}$ with $\phi_F=kT\ln(N/n_i)$, in atomic units. Here $N$ is the acceptor density, $n_i$ the intrinsic density, $\kappa$ the relative permittivity and $\phi_F$ the distance of the bulk Fermi level from the intrinsic level. It asserts that $W$ lies within 1 nm of 104 nm, that a root search for equal surface electron and bulk hole densities gives a bending of $2\phi_F$, and that quadrature in SI units returns the same potential drop. It also integrates the full Poisson–Boltzmann equation from the bulk to the surface and asserts the one-$kT$ correction for the smooth depletion edge, the surface field and the near-saturation of the width by electrons. The output gives $W=103.8$ nm, and 102.2 nm when missing holes alone are counted. At $16kT$ beyond the onset the missing-hole width is 109.9 nm with electrons and 125.7 nm without them. Changes from incomplete ionization, confinement, another value of $n_i$ and operation at 400 K are each asserted to stay below 10 per cent of $W$.

## Check in Python

```python
"""Depletion width of a silicon MOS surface at the onset of strong inversion.

Result under test (atomic units, e = 1 and 4 pi eps0 = 1):
    W = sqrt(kappa * phi_F / (pi * N)),   phi_F = kT ln(N / n_i)
N: acceptor density, n_i: intrinsic density, kappa: relative permittivity,
phi_F: distance of the Fermi level from midgap in the bulk, as an energy.
For N = 1e17 cm^-3 at 300 K the width is about 104 nm.
Independent road: the full Poisson-Boltzmann equation, integrated from the
bulk to the surface, with the missing holes counted along the way.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq
from scipy.special import ai_zeros

q = const.e
hbar = const.hbar
m_e = const.m_e
eps0 = const.epsilon_0
bohr = const.physical_constants["Bohr radius"][0]
hartree_eV = const.physical_constants["Hartree energy in eV"][0]
k_eV = const.k / q

# Inputs: round, rough typical values for silicon
T = 300.0
N_cm = 1.0e17
ni_cm = 1.0e10
kappa = 11.7
kappa_oxide = 3.9
gap = 1.12
m_long, m_trans = 0.92, 0.19
Nv_cm = 3.0e19
boron_level = 0.045
breakdown_si, breakdown_ox = 0.6, 10.0
kT = k_eV * T


def width_nm(bending_eV, density_cm=N_cm):
    """Depletion-approximation width for a given bending, via atomic units."""
    density_au = density_cm * 1e6 * bohr**3
    w_au = np.sqrt(kappa * bending_eV / hartree_eV / (2 * np.pi * density_au))
    return w_au * bohr * 1e9


phi_F = kT * np.log(N_cm / ni_cm)
bending = 2 * phi_F
W = width_nm(bending)
assert abs(W - 104) < 1

# Onset from its definition: surface electrons as dense as bulk holes
p_bulk = (N_cm + np.sqrt(N_cm**2 + 4 * ni_cm**2)) / 2
n_bulk = ni_cm**2 / p_bulk
onset = brentq(lambda b: np.log(n_bulk / p_bulk) + b / kT, 0.0, 2.0)
assert abs(onset - bending) < 1e-6

# Potential drop of the uniform charge by quadrature in SI units
drop = quad(lambda x: q * N_cm * 1e6 * x / (kappa * eps0), 0, W * 1e-9)[0]
assert abs(drop / bending - 1) < 1e-6

# Full Poisson-Boltzmann equation; lengths in Debye lengths, energies in kT
debye_nm = np.sqrt(kappa * eps0 * kT / (q * N_cm * 1e6)) * 1e9
u_onset = bending / kT
extra = [0.0, 6.0, 16.0]


def integrate_to_surface(minority_ratio):
    """States [bending, slope, missing holes, electrons] at each target."""
    def rhs(s, y):
        holes_missing = -np.expm1(-y[0])
        electrons = minority_ratio * np.expm1(y[0])
        return [y[1], holes_missing + electrons, holes_missing, electrons]

    events = []
    for e in extra:
        def reach(s, y, target=u_onset + e):
            return y[0] - target
        reach.terminal = (e == extra[-1])
        events.append(reach)
    start = 1e-6
    sol = solve_ivp(rhs, (0, 100), [start, start, start, 0.0],
                    method="DOP853", rtol=1e-10, atol=1e-13, events=events)
    assert sol.status == 1
    return [ye[0] for ye in sol.y_events]


full = integrate_to_surface(n_bulk / p_bulk)
no_electrons = integrate_to_surface(0.0)
W_full = [state[2] * debye_nm for state in full]
W_no_el = [state[2] * debye_nm for state in no_electrons]
W_smooth = width_nm(bending - kT)

assert abs(W_full[0] / W - 1) < 0.03            # sharp edge costs about kT
assert abs(W_full[0] / W_smooth - 1) < 0.003
for e, w in zip(extra, W_no_el):                # hole-only first integral
    u = u_onset + e
    assert abs(w / width_nm(kT * (u - 1 + np.exp(-u))) - 1) < 1e-5
assert W < W_full[2] < 1.10 * W                 # creeps up, then saturates
late_growth = W_full[2] - W_full[1]
late_growth_no_el = W_no_el[2] - W_no_el[1]
assert late_growth < 0.1 * late_growth_no_el    # electrons cause saturation

# Surface field in MV/cm (1 V/nm = 10 MV/cm)
field = 10 * 2 * bending / W
field_full = 10 * full[0][1] * kT / debye_nm
assert abs(field_full / field - 1) < 0.03
field_oxide = field * kappa / kappa_oxide
assert field < breakdown_si and field_oxide < breakdown_ox
assert bending < gap

sheet_dep = N_cm * W * 1e-7
sheet_el = [N_cm * state[3] * debye_nm * 1e-7 for state in full]

# Incomplete ionization of boron in the neutral bulk (degeneracy factor 4)
p1 = Nv_cm / 4 * np.exp(-boron_level / kT)
p_boron = brentq(lambda p: p * p - p1 * (N_cm - p), 0, N_cm)
W_boron = width_nm(2 * kT * np.log(p_boron / ni_cm))

# Quantum confinement: subbands of a triangular well against classical count
airy = -ai_zeros(300)[0]
valleys = [(2, m_trans, m_long), (4, np.sqrt(m_trans * m_long), m_trans)]


def confinement_shift(field_MV_cm):
    """Extra bending (eV) for the same sheet density as classical electrons."""
    force = q * field_MV_cm * 1e8
    kT_J = kT * q
    quantum = classical = 0.0
    for g, m_plane, m_z in valleys:
        scale = (hbar**2 * force**2 / (2 * m_z * m_e)) ** (1 / 3)
        quantum += g * m_plane * np.sum(np.exp(-airy * scale / kT_J))
        thermal = np.sqrt(m_z * m_e * kT_J / (2 * np.pi * hbar**2))
        classical += g * m_plane * thermal * kT_J / force
    return kT * np.log(classical / quantum)


shift = confinement_shift(field)
assert 0 < confinement_shift(field / 10) < shift / 4   # classical limit
W_quantum = width_nm(bending + shift)

# Degeneracy: surface electron density against the band-edge density
m_dos = (m_long * m_trans**2) ** (1 / 3) * m_e
Nc_cm = 12 * (m_dos * kT * q / (2 * np.pi * hbar**2)) ** 1.5 * 1e-6
ratio_onset = N_cm / Nc_cm
ratio_late = N_cm * np.exp(extra[1]) / Nc_cm
assert ratio_onset < 0.01 < 1 < ratio_late

# Choice of intrinsic density and temperature of use (constant gap)
ni_other = 1.5e10
W_ni = width_nm(2 * kT * np.log(N_cm / ni_other))
T_hot = 400.0
ni_hot = ni_cm * (T_hot / T) ** 1.5 * np.exp(
    -gap / (2 * k_eV) * (1 / T_hot - 1 / T))
phi_hot = k_eV * T_hot * np.log(N_cm / ni_hot)
W_hot = width_nm(2 * phi_hot)
for w in (W_boron, W_quantum, W_ni, W_hot):
    assert abs(w / W - 1) < 0.10

coulomb = q / (4 * np.pi * eps0) * 1e9
print("INPUTS (rough typical values)")
print(f"temperature: {T:.0f} K")
print(f"acceptor density N: {N_cm:.1e} cm^-3 = {N_cm*1e-21:.1e} nm^-3")
print(f"intrinsic density n_i: {ni_cm:.1e} cm^-3")
print(f"relative permittivity: Si {kappa:.1f}, oxide {kappa_oxide:.1f}")
print(f"silicon gap: {gap:.2f} eV")
print(f"Coulomb constant e^2/(4 pi eps0): {coulomb:.4f} eV nm")
print("MAIN RESULT")
print(f"kT: {kT:.5f} eV")
print(f"ln(N/n_i): {np.log(N_cm/ni_cm):.3f}")
print(f"phi_F: {phi_F:.4f} eV")
print(f"bending at onset 2 phi_F: {bending:.4f} eV = {u_onset:.2f} kT")
print(f"W squared: {W**2:.0f} nm^2")
print(f"depletion width W: {W:.1f} nm = {10*W:.0f} angstrom")
print(f"depletion sheet density N W: {sheet_dep:.3e} cm^-2")
print("FULL POISSON-BOLTZMANN (width = missing holes / N)")
print(f"Debye length: {debye_nm:.2f} nm")
print(f"formula with bending less kT: {W_smooth:.1f} nm")
for e, a, b, s in zip(extra, W_full, W_no_el, sheet_el):
    print(f"onset + {e:.0f} kT: width {a:.1f} nm, without electrons "
          f"{b:.1f} nm, electrons {s:.2e} cm^-2")
print("NEGLECTED EFFECTS")
print(f"surface field, formula: {field:.3f} MV/cm")
print(f"surface field, full equation: {field_full:.3f} MV/cm")
print(f"rough silicon breakdown field: {breakdown_si:.1f} MV/cm")
print(f"oxide field, no interface charge: {field_oxide:.2f} MV/cm")
print(f"rough oxide breakdown field: {breakdown_ox:.0f} MV/cm")
print(f"gap minus bending at onset: {gap-bending:.3f} eV")
print(f"W with n_i = {ni_other:.1e} cm^-3: {W_ni:.1f} nm")
print(f"boron level (rough): {boron_level:.3f} eV")
print(f"valence band-edge density (rough): {Nv_cm:.1e} cm^-3")
print(f"ionized boron fraction in bulk: {p_boron/N_cm:.3f}")
print(f"W with incomplete ionization: {W_boron:.1f} nm")
print(f"electron masses: {m_long:.2f} and {m_trans:.2f} m_e")
print(f"extra bending from confinement: {shift:.4f} eV")
print(f"W with confinement: {W_quantum:.1f} nm")
print(f"conduction band-edge density Nc: {Nc_cm:.2e} cm^-3")
print(f"surface electrons / Nc at onset: {ratio_onset:.4f}")
print(f"surface electrons / Nc at onset + 6 kT: {ratio_late:.2f}")
print(f"n_i at {T_hot:.0f} K: {ni_hot:.2e} cm^-3")
print(f"phi_F at {T_hot:.0f} K: {phi_hot:.4f} eV")
print(f"W at {T_hot:.0f} K: {W_hot:.1f} nm")
print("ALL CHECKS PASSED")
```

Printed output:

```
INPUTS (rough typical values)
temperature: 300 K
acceptor density N: 1.0e+17 cm^-3 = 1.0e-04 nm^-3
intrinsic density n_i: 1.0e+10 cm^-3
relative permittivity: Si 11.7, oxide 3.9
silicon gap: 1.12 eV
Coulomb constant e^2/(4 pi eps0): 1.4400 eV nm
MAIN RESULT
kT: 0.02585 eV
ln(N/n_i): 16.118
phi_F: 0.4167 eV
bending at onset 2 phi_F: 0.8334 eV = 32.24 kT
W squared: 10777 nm^2
depletion width W: 103.8 nm = 1038 angstrom
depletion sheet density N W: 1.038e+12 cm^-2
FULL POISSON-BOLTZMANN (width = missing holes / N)
Debye length: 12.93 nm
formula with bending less kT: 102.2 nm
onset + 0 kT: width 102.2 nm, without electrons 102.2 nm, electrons 1.65e+10 cm^-2
onset + 6 kT: width 109.1 nm, without electrons 111.6 nm, electrons 2.75e+12 cm^-2
onset + 16 kT: width 109.9 nm, without electrons 125.7 nm, electrons 5.44e+14 cm^-2
NEGLECTED EFFECTS
surface field, formula: 0.161 MV/cm
surface field, full equation: 0.161 MV/cm
rough silicon breakdown field: 0.6 MV/cm
oxide field, no interface charge: 0.48 MV/cm
rough oxide breakdown field: 10 MV/cm
gap minus bending at onset: 0.287 eV
W with n_i = 1.5e+10 cm^-3: 102.5 nm
boron level (rough): 0.045 eV
valence band-edge density (rough): 3.0e+19 cm^-3
ionized boron fraction in bulk: 0.934
W with incomplete ionization: 103.6 nm
electron masses: 0.92 and 0.19 m_e
extra bending from confinement: 0.0293 eV
W with confinement: 105.6 nm
conduction band-edge density Nc: 2.74e+19 cm^-3
surface electrons / Nc at onset: 0.0036
surface electrons / Nc at onset + 6 kT: 1.47
n_i at 400 K: 3.46e+12 cm^-3
phi_F at 400 K: 0.3540 eV
W at 400 K: 95.7 nm
ALL CHECKS PASSED
```
